# The Arrhenius slope of silicon's intrinsic density near 300 K

**Problem.** The energy gap of silicon shrinks on heating. Describe it by the Varshni formula

$$E_g(T)=E_0-\frac{\alpha T^2}{T+\beta},$$

with the fitted parameters $E_0=1.170$ eV, $\alpha=4.73\times10^{-4}$ eV/K and $\beta=636$ K. Let $n_i$ be the intrinsic carrier density. Plot $\ln(n_i^2/T^3)$ against $1/kT$, where $k$ is Boltzmann's constant, and call minus the local slope $E_A$:

$$E_A(T)=-\frac{d\ln(n_i^2/T^3)}{d(1/kT)} .$$

The logarithm is taken of the number that $n_i^2/T^3$ has in some fixed unit; another unit adds a constant and leaves the slope alone.

(a) Find $E_A(T)$ for parabolic bands with temperature-independent masses.
(b) Evaluate it at 300 K and compare it with the gap at 300 K and with $E_0$.
(c) Say where the difference between slope and gap goes in the Arrhenius plot.

## Hints

1. Write the electron density $n$ and hole density $p$ with Boltzmann occupation. What happens to the Fermi level in the product $np$?
2. Use $x=1/kT$ as the variable. The exponent is $-xE_g$, and $E_g$ also depends on $x$.
3. For (c), replace the curve $E_g(T)$ by its tangent at 300 K and read off where the tangent meets the axis $T=0$.

## Solution

### The intrinsic density

Let $E_c$ and $E_v$ be the band edges, $F$ the Fermi level, and $m_c$, $m_v$ the density-of-states masses, which include the number of conduction valleys and the several valence bands. With spin counted, the conduction band has the density of states

$$g_c(E)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.$$

When $F$ lies many $kT$ below $E_c$, the occupation is $e^{-(E-F)/kT}$. Setting $E-E_c=\varepsilon kT$ gives

$$n=\frac{1}{2\pi^2}\left(\frac{2m_ckT}{\hbar^2}\right)^{3/2}e^{-(E_c-F)/kT}\int_0^\infty\!\sqrt{\varepsilon}\,e^{-\varepsilon}d\varepsilon .$$

The integral is $\sqrt\pi/2$, so

$$n=N_c\,e^{-(E_c-F)/kT},\qquad N_c=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}.$$

The same calculation for holes gives $p=N_v e^{-(F-E_v)/kT}$, with $m_v$ in place of $m_c$. In the product the Fermi level cancels. Since $n=p=n_i$ in intrinsic material,

$$n_i^2=np=N_cN_v\,e^{-E_g/kT}=C\,T^3e^{-E_g(T)/kT},$$

$$C=4\left(\frac{k}{2\pi\hbar^2}\right)^3(m_cm_v)^{3/2}.$$

Each band supplies a factor $T^{3/2}$. Division by $T^3$ therefore removes the temperature dependence of the prefactor, but not that of the gap.

### The slope

In terms of $x=1/kT$,

$$\ln\frac{n_i^2}{T^3}=\ln C-xE_g .$$

The product rule gives

$$E_A=\frac{d(xE_g)}{dx}=E_g+x\frac{dE_g}{dx}.$$

From $T=1/(kx)$ follows $dT/dx=-1/(kx^2)=-T/x$, hence $x\,dE_g/dx=-T\,dE_g/dT$ and

$$E_A=E_g-T\frac{dE_g}{dT}.$$

The gap falls on heating, so $dE_g/dT<0$ and the slope exceeds the gap. This relation holds for any differentiable $E_g(T)$ within the stated band model.

For the Varshni gap, the quotient rule gives

$$\frac{dE_g}{dT}=-\alpha\,\frac{2T(T+\beta)-T^2}{(T+\beta)^2}=-\frac{\alpha T(T+2\beta)}{(T+\beta)^2}.$$

Insert this and use the common denominator $(T+\beta)^2$:

$$E_A=E_0+\alpha T^2\,\frac{-(T+\beta)+(T+2\beta)}{(T+\beta)^2}.$$

The numerator reduces to $\beta$, so the answer to (a) is

$$E_A(T)=E_0+\frac{\alpha\beta T^2}{(T+\beta)^2}.$$

### The value at 300 K

Here $T+\beta=936$ K and $\alpha T^2=42.57$ eV K. The gap is

$$E_g=1.170-\frac{42.57}{936}=1.1245\ \text{eV}.$$

The derivative term is

$$-T\frac{dE_g}{dT}=\frac{42.57\times1572}{936^2}=0.0764\ \text{eV},$$

and therefore

$$E_A=1.1245+0.0764=1.2009\ \text{eV}\approx1.20\ \text{eV},$$

or $1.924\times10^{-19}$ J. The closed form agrees: its second term is $42.57\times636/936^2=0.0309$ eV, which is added to 1.170 eV.

The slope is thus neither the gap at 300 K, 1.12 eV, nor the zero-temperature gap, 1.17 eV. It would equal 1.12 eV if the gap stayed fixed at its 300 K value while the temperature was varied.

### Reading the slope from two temperatures

Take $m_c=1.08\,m_e$ and $m_v=1.10\,m_e$, rough values for silicon near 300 K, where $m_e$ is the free-electron mass. The hole value is an effective one for this temperature: in the six-band model of Variation 2 it grows from about $0.57\,m_e$ at the band edge to $1.03\,m_e$ at 300 K. Solving $n=p$ numerically with Fermi–Dirac occupation gives $n_i=4.369\times10^9$ cm$^{-3}$ at 290 K and $2.276\times10^{10}$ cm$^{-3}$ at 310 K. The rough masses do not fix $n_i$ itself to four figures; the digits are kept for the ratio of the two densities, in which the masses cancel. After squaring and dividing by $T^3$:

- at 290 K, $n_i^2/T^3=7.828\times10^{11}$ cm$^{-6}$ K$^{-3}$;
- at 310 K, $n_i^2/T^3=1.738\times10^{13}$ cm$^{-6}$ K$^{-3}$.

The ratio is 22.2 and its logarithm is 3.100. Between these temperatures $1/kT$ changes by 2.582 eV$^{-1}$, so the two-point slope is

$$\frac{3.100}{2.582}=1.20\ \text{eV}.$$

A gap fixed at 1.1245 eV would give a ratio of $e^{1.1245\times2.582}\approx18.2$ instead. The shrinking gap thus makes the ratio about 1.2 times as large as a fixed gap would.

### Where the difference goes

Near a chosen temperature $T_0$, the tangent to the gap is

$$E_g(T)\approx E_g(T_0)+(T-T_0)E_g'(T_0)=E_A(T_0)+T\,E_g'(T_0),$$

where the prime means $d/dT$. The slope $E_A(T_0)$ is thus the value at which this tangent meets the axis $T=0$. It lies above $E_0$ because the Varshni curve flattens towards low temperature, while its tangent does not. Dividing by $kT$ gives

$$-\frac{E_g(T)}{kT}\approx-\frac{E_A(T_0)}{kT}-\frac{E_g'(T_0)}{k}.$$

The last term does not depend on $T$. It belongs to the intercept of the Arrhenius line, which becomes $\ln C-E_g'(T_0)/k$. At 300 K, $E_g'=-2.546\times10^{-4}$ eV/K and $k=8.617\times10^{-5}$ eV/K, so the intercept is raised by 2.955. The apparent prefactor is $e^{2.955}\approx19$ times the true $C$. Combining the slope 1.20 eV with the true $C$ would make $n_i^2$ too small by this factor; the slope must be used with its own intercept.

There is a thermodynamic reading. At constant pressure $E_g(T)$ plays the part of a Gibbs energy for creating a pair at the band edges, and $-dE_g/dT$ that of an entropy. Then $E_g-T\,dE_g/dT$ is the corresponding enthalpy, which is what the Arrhenius slope measures once the factor $T^3$ has been divided out; without that division the kinetic energy $3kT$ of the pair is added (Variation 1). An optical transition at fixed temperature obeys a different condition: the photon energy at the threshold of phonon-assisted absorption is $E_g(T)$ plus or minus a phonon energy, if electron–hole attraction is neglected. It contains no term $-T\,dE_g/dT$.

### Limits

For $T\ll\beta$ the slope approaches $E_0+\alpha T^2/\beta$, and hence $E_0$ as $T\to0$. Because $T/(T+\beta)$ grows with $T$, the slope rises on heating while the gap falls:

| $T$ (K) | $E_g$ (eV) | $E_A$ (eV) |
|---|---|---|
| 100 | 1.164 | 1.176 |
| 300 | 1.125 | 1.201 |
| 500 | 1.066 | 1.228 |

The Arrhenius plot is therefore slightly curved, and a quoted slope needs its temperature. Formally, $E_A\to E_0+\alpha\beta=1.47$ eV for $T\gg\beta$, but this is a property of the fitted formula and no prediction for silicon.

## Variation 1: no division by temperature

*What are the slopes of $\ln n_i^2$ and $\ln n_i$ at 300 K?*

Since $T^3\propto x^{-3}$, restoring this factor adds $-3\ln x$ to the logarithm. Minus its derivative is $3/x=3kT$. With $kT=0.02585$ eV,

$$-\frac{d\ln n_i^2}{dx}=E_A+3kT=1.2009+0.0776=1.278\ \text{eV}.$$

For $\ln n_i$ the slope is half of this, 0.639 eV. Doubling it returns 1.278 eV, which still contains the contribution $3kT$.

## Variation 2: bands that are not parabolic

*How far does the band shape of real silicon move the result?*

Let $E$ now be the carrier energy measured from its band edge, into the band, and let the density of states $g(E)$ be fixed in temperature. The effective density is $N=\int g(E)e^{-xE}dE$, so

$$-\frac{d\ln N}{dx}=\frac{\int E\,g\,e^{-xE}dE}{\int g\,e^{-xE}dE}=\langle E\rangle .$$

Dividing $N$ by $T^{3/2}$ subtracts $\tfrac32kT$. Each band thus adds $\langle E\rangle-\tfrac32kT$ to $E_A$, which vanishes for a parabolic band.

For holes, take a six-band $k\cdot p$ model, which includes warping and the split-off band, with rough silicon values: Luttinger parameters 4.285, 0.339 and 1.446, and a spin–orbit splitting of 44 meV. Numerical diagonalization and integration over wave vectors give $\langle E\rangle=47.6$ meV at 300 K. As $\tfrac32kT=38.8$ meV, the shift is 8.8 meV. The second digit belongs to this model: nearby Luttinger sets, or a 1% change in the third parameter, give 8.5 to 9.4 meV as long as $\gamma_1+\gamma_2-3\gamma_3$ stays between about 0.22 and 0.33, rising to 9.5 meV or more at 0.20 (the model is unbounded along [110] when this combination is negative), and a local empirical-pseudopotential band structure with the same splitting gives about 8.6 meV. Warping alone gives no shift, since the energies then still scale as the square of the wave vector; the shift comes from the finite spin–orbit splitting.

For electrons, take $E(1+aE)=\hbar^2q^2/2m$, with wave number $q$ and a rough $a=0.5$ eV$^{-1}$. Then $g\propto\sqrt{E(1+aE)}\,(1+2aE)\approx\sqrt E\,(1+\tfrac52aE)$. To first order in $a$, the Boltzmann averages $\langle E\rangle_0=\tfrac32kT$ and $\langle E^2\rangle_0=\tfrac{15}{4}(kT)^2$ of the parabolic band give

$$\langle E\rangle-\tfrac32kT\approx\tfrac52a\left(\langle E^2\rangle_0-\langle E\rangle_0^2\right)=\tfrac{15}{4}a(kT)^2,$$

or about 1.3 meV; numerical integration with the full $g$ gives 1.2 meV. This value belongs to the isotropic form: a local empirical-pseudopotential band structure gives about 2 meV, so the electron shift is known only as 1 to 2 meV.

Together the two shifts raise the slope from 1.201 to about 1.211 eV, with the last digit uncertain by about one unit from the choice of band model. For real silicon, constant parabolic masses are the assumption that fails most visibly among those sized here. Two smaller effects can be sized as well. An error of 5% in $dE_g/dT$ moves $E_A$ by 3.8 meV; other published fits of the silicon gap differ by up to about 7% in either direction at 300 K and give $E_A$ from about 1.196 to 1.206 eV in the parabolic model. Each conduction valley has two transverse principal masses $m_t$ and one longitudinal mass $m_l$, so $N_c\propto\sqrt{m_t^2m_l}\propto m_t$, and a varying $m_t$ adds $-d\ln m_t/dx=kT\,d\ln m_t/d\ln T$ to the slope. If $m_t$ varied in proportion to the gap or to its inverse, the slope would change by $kT\,|T E_g'/E_g|=1.8$ meV, with a sign that depends on which case applies. A hole mass that followed the gap in the same way would add $\tfrac32$ times this, 2.6 meV. Fermi–Dirac statistics matter far less: with $F$ near midgap, the relative correction to the density is about $e^{-E_g/2kT}/2^{3/2}\approx10^{-10}$. The value 1.20 eV therefore belongs to the parabolic model, and these estimates put lightly doped silicon near 1.21 eV, with about 5 meV either way from the choice of gap fit and up to about 4 meV more if both masses follow the gap in the same sense. The corrections are small beside the 76 meV that separates slope from gap. Heavy doping, which alters the gap itself, lies outside this estimate.
